\section*{Boltzmann spin conductivity of a d-wave altermagnet and its 45-degree rotation}

\section{The device question}

A film of a collinear d-wave altermagnet has no net magnetization, yet a current driven through it can carry spin. In the lattice treated here, a field along a crystal axis drives a spin-polarized current and no spin flows sideways. A device that delivers spin to a side contact can use the opposite case: a transverse spin current. The two cases differ by the angle at which the contacts are cut relative to the crystal. This note computes the spin conductivity tensor of a two-dimensional d-wave altermagnet and shows how a 45-degree change of field direction replaces the longitudinal spin current by a transverse one of equal magnitude.

The assumptions are independent electrons in fixed collinear exchange fields, no spin-orbit coupling, spin-conserving scattering, one constant relaxation time $\tau$, and a weak uniform field. The angle is that of the field relative to the crystal. The spin axis plays no part in it.

\section{Lattice and bands}

Sublattice A occupies the corners and B the centres of a square cell of side $a$. The wave vector $\mathbf k$ is in units of $1/a$; $\sigma=+1$ is spin up and $\sigma=-1$ spin down. The hopping amplitude is $-t$ between nearest A and B sites. Within A it is $-t_1$ along $x$ and $-t_2$ along $y$; within B these are exchanged. The exchange energy is $-\sigma J$ on A and $+\sigma J$ on B. Summing the bond phases gives
\begin{align}
H_\sigma&=\begin{pmatrix}\varepsilon_A-\sigma J&\gamma\\ \gamma&\varepsilon_B+\sigma J\end{pmatrix},\qquad
\gamma=-4t\cos\tfrac{k_x}{2}\cos\tfrac{k_y}{2},\\
\varepsilon_A&=-2t_1c_x-2t_2c_y,\qquad \varepsilon_B=-2t_2c_x-2t_1c_y,
\end{align}
with $c_i=\cos k_i$ and $s_i=\sin k_i$. Let $m$ be half the sum of the diagonal entries and $D_\sigma$ half their difference:
\begin{equation}
m=-(t_1+t_2)(c_x+c_y),\qquad D_\sigma=-(t_1-t_2)(c_x-c_y)-\sigma J .
\end{equation}
The secular equation $(m+D_\sigma-E)(m-D_\sigma-E)=\gamma^2$ reads $(E-m)^2=D_\sigma^2+\gamma^2$, so
\begin{equation}
E_{\sigma\pm}=m\pm R,\quad R=\sqrt{D_\sigma^2+\gamma^2},\quad
\gamma^2=4t^2(1+c_x)(1+c_y).
\end{equation}
Since $\partial_iR=(D_\sigma\partial_iD_\sigma+\tfrac12\partial_i\gamma^2)/R$, the gradients are
\begin{align}
\partial_xE_{\sigma\pm}&=(t_1+t_2)s_x\pm\frac{(t_1-t_2)D_\sigma s_x-2t^2s_x(1+c_y)}{R},\\
\partial_yE_{\sigma\pm}&=(t_1+t_2)s_y\pm\frac{-(t_1-t_2)D_\sigma s_y-2t^2s_y(1+c_x)}{R}.
\end{align}
They need $R>0$. The coupling $\gamma$ vanishes on $k_x=\pi$ and $k_y=\pi$, where $|c_x-c_y|\le2$. Hence $J>2|t_1-t_2|$ keeps the two bands of each spin apart.

\section{From the Boltzmann equation to the tensor}

Electrons have charge $-e$ with $e>0$, so $\dot{\mathbf k}=-ea\mathbf E/\hbar$. The stationary relaxation-time equation is
\begin{equation}
-\frac{ea}{\hbar}\mathbf E\cdot\nabla f=-\frac{f-f_0}{\tau}
\;\Longrightarrow\; f-\mathbf s\cdot\nabla f=f_0,\quad \mathbf s=\frac{ea\tau}{\hbar}\mathbf E .\label{eq:be}
\end{equation}
Here $f_0$ is the Fermi function with the same chemical potential $\mu$ for both spins. To first order, $f-f_0=\mathbf s\cdot\nabla E\,f_0'(E)$.

Write $\langle\cdots\rangle=\int d^2k/(2\pi)^2$ over the zone. The velocity is $(a/\hbar)\partial_iE$ and the density of states per area carries $1/a^2$, so the sheet current of one spin is
\begin{equation}
J_i^\sigma=-\frac{e}{\hbar a}\sum_n\langle\partial_iE_{\sigma n}\,f_{\sigma n}\rangle .\label{eq:j}
\end{equation}
The equilibrium part vanishes, because $\partial_iE\,f_0(E)$ is the derivative of a periodic function. Inserting the first-order part, the two minus signs combine and $a$ cancels:
\begin{equation}
J_i^\sigma=\sum_j\sigma^\sigma_{ij}E_j,\qquad
\sigma^\sigma_{ij}=\frac{e^2\tau}{\hbar^2}\sum_n\big\langle\partial_iE_{\sigma n}\,\partial_jE_{\sigma n}\,(-f_0')\big\rangle .\label{eq:sig}
\end{equation}
The charge tensor is $\sigma^\uparrow+\sigma^\downarrow$ and the spin tensor is $S=\sigma^\uparrow-\sigma^\downarrow$. Spin current is thus in charge units. With $\uparrow$ meaning spin $+\hbar/2$, the flow of angular momentum is $-(\hbar/2e)\mathbf J_s$.

\section{Symmetry and rotation}

The energies are even in $k_x$, while $\partial_xE$ is odd, so $\sigma^\sigma_{xy}=0$. Exchanging $k_x$ and $k_y$ leaves $m$ and $\gamma^2$ unchanged, and
\begin{equation}
D_\uparrow(k_y,k_x)=(t_1-t_2)(c_x-c_y)-J=-D_\downarrow(k_x,k_y).
\end{equation}
Only $D^2$ enters the energies. Therefore $E_\downarrow(k_x,k_y)=E_\uparrow(k_y,k_x)$, and the $x$ gradient of one spin is the $y$ gradient of the other. With $g_1=\sigma^\uparrow_{xx}$ and $g_2=\sigma^\uparrow_{yy}$,
\begin{equation}
\sigma^\uparrow=\mathrm{diag}(g_1,g_2),\qquad \sigma^\downarrow=\mathrm{diag}(g_2,g_1).
\end{equation}
The charge tensor is $\sigma_c\mathbf 1$ with $\sigma_c=g_1+g_2$, and $S=\mathrm{diag}(\Delta,-\Delta)$ with $\Delta=g_1-g_2$.

Let the field make an angle $\theta$ with crystal $x$, and define $\mathbf e_\parallel=(\cos\theta,\sin\theta)$ and $\mathbf e_\perp=(-\sin\theta,\cos\theta)$. Then $\mathbf J_s=\Delta E(\cos\theta,-\sin\theta)$, with components
\begin{align}
J_{s\parallel}&=\Delta E(\cos^2\theta-\sin^2\theta)=\Delta E\cos2\theta,\\
J_{s\perp}&=\Delta E(-\sin\theta\cos\theta-\sin\theta\cos\theta)=-\Delta E\sin2\theta .
\end{align}
The spin current keeps its magnitude $|\Delta|E$ and turns by $-2\theta$ relative to the field. At $\theta=0$ the current has polarization $P=\Delta/\sigma_c$. At $45^\circ$ the polarization is zero, and the ratio of transverse spin current to charge current is $-P$. Nothing is converted inside the material: the same tensor is read in another frame.

The separate spins show the mechanism. From $\mathbf J^{\uparrow,\downarrow}=\tfrac12(\mathbf J_c\pm\mathbf J_s)$, the components along $(\mathbf e_\parallel,\mathbf e_\perp)$ at $45^\circ$ are
\begin{equation}
\mathbf J^{\uparrow}=\tfrac E2(\sigma_c,-\Delta),\qquad
\mathbf J^{\downarrow}=\tfrac E2(\sigma_c,+\Delta).
\end{equation}
The current of each spin is turned towards the crystal axis along which that spin conducts better, at angles $\mp\arctan P$ to the field; the electrons themselves, being negative, drift the opposite way. The transverse charge currents cancel.

\section{Algorithm}

\begin{verbatim}
input t, t1, t2, J, mu, kT, tau, N
k_i = 2 pi (i + 1/2)/N on both axes
for spin in (+1, -1):
    sigma[spin] = 0
    for band in (-, +):
        E, Ex, Ey = analytic energy, gradients
        x = (E - mu)/kT
        w = logistic(x) * logistic(-x)/kT
        sigma[spin] += mean of
            [[Ex*Ex*w, Ex*Ey*w], [Ey*Ex*w, Ey*Ey*w]]
    sigma[spin] *= e^2 tau/hbar^2
S = sigma[+1] - sigma[-1]
for each theta:
    along  = e_par  . S e_par
    across = e_perp . S e_par
\end{verbatim}
Energies in eV require one factor $e$ (joule per eV) in the prefactor. The product of logistic functions is $f_0(1-f_0)$, without the cancellation in $1-f_0$.

The cost is $O(N^2)$ in time and memory; summing over blocks of the grid reduces the memory. The integrand is periodic and, for separated bands, analytic at real $\mathbf k$, so the equal-weight rule converges exponentially. Its nearest singularities at low temperature come from the poles of $f_0$ at $E=\mu\pm i\pi kT$, displaced in complex $k$ by about $\pi kT/|\nabla E|$. Hence $N$ must be well above $|\nabla E|/(\pi kT)$, and the required grid grows as $1/T$ per axis.

\subsection{Solution at finite field}

Equation~\eqref{eq:be} can also be solved without linearization. With $f=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf R\cdot\mathbf k}$, the gradient becomes $i\mathbf R$ and
\begin{equation}
f_{\mathbf R}=\frac{f_{0,\mathbf R}}{1-i\,\mathbf s\cdot\mathbf R}.
\end{equation}
One forward and one inverse fast Fourier transform per band give $f$, at cost $O(N^2\log N)$; Eq.~\eqref{eq:j} then gives the current. The denominator has modulus at least one, so no component is amplified. The $\mathbf R=0$ component is unchanged, which conserves the number of electrons in each band and spin.

Let $q=\mathbf s\cdot\mathbf R$. The even part of $1/(1-iq)$ gives no current, because $E(\mathbf k)=E(-\mathbf k)$. The odd part is $iq/(1+q^2)$, so each harmonic departs from linear response by a relative amount of order $q^2$. The field must be small enough for this, but not so small that the current is lost in rounding.

\subsection{A cell aligned with the device}

For a lattice without analytic bands, one can build the cell in the device frame. Here its translations are $(1,1)$ and $(-1,1)$ in units of $a$, and it holds four sites. For every bond of displacement $\mathbf d$ and amplitude $-t_b$, add $-t_be^{-i\mathbf q\cdot\mathbf d}$ to the matrix element from source to destination, and $-i\mathbf d$ times this to $\partial H/\partial\mathbf q$. For a nondegenerate normalized eigenvector $u$, $\partial_iE=u^\dagger(\partial_iH)u$. The zone average is divided by two, since the cell has twice the primitive area.

Folding creates band crossings. At an exact degeneracy the diagonal velocity elements depend on the choice of eigenvectors. Some crossings lie at symmetry points or on symmetry lines, which a half-step offset grid avoids if the number of points per axis is even; the others lie on curves that a grid point meets exactly only by accident. For $n$ sites the cost is $O(n^3)$ per wave vector.

\section{Worked example}

The model parameters are $t=0.15$, $t_1=0.25$, $t_2=0.05$, $J=0.50$ and $\mu=-0.60$~eV, with $T=300$~K, $\tau=20$~fs, $a=0.4$~nm and $E=10^4$~V/m. They represent no particular material. The bands are separated, since $0.50>2(0.25-0.05)=0.40$. Each spin has $0.4915$ electrons per cell, so the net moment is zero.

The prefactor $e^2\tau/\hbar^2$ is $7.396$~mS per eV. Quadrature of Eq.~\eqref{eq:sig} on a $400\times400$ grid gives $g_1=1.2567$~mS and $g_2=0.0964$~mS. Thus
\begin{align}
\sigma_c&=1.2567+0.0964=1.3531~\text{mS},\\
\Delta&=1.2567-0.0964=1.1603~\text{mS},\\
P&=1.1603/1.3531=0.8575 .
\end{align}
Going from 300 to 400 points per axis changes the spin-up tensor by less than $10^{-16}$ of $\sigma_c$, which is at rounding level.

The finite-field solver gives a charge current of $13.53$~A/m along the field at each of the following angles. Spin currents are in A/m.
\begin{center}
\begin{tabular}{rrr}
$\theta$ & along & across\\
$0^\circ$ & $11.60$ & $0.00$\\
$22.5^\circ$ & $8.20$ & $-8.20$\\
$45^\circ$ & $0.00$ & $-11.60$\\
$90^\circ$ & $-11.60$ & $0.00$
\end{tabular}
\end{center}
The linear tensor predicts $1.1603\times10^{-3}\,\text{S}\times10^4\,\text{V/m}=11.60$~A/m for the magnitude. The shift is $|\mathbf s|=1.2\times10^{-4}$, so even a harmonic with $|\mathbf R|=10$ has a relative nonlinear correction of only about $10^{-6}$. At $45^\circ$ the two spin currents flow at $-40.6^\circ$ and $+40.6^\circ$ to the field, in agreement with $\arctan0.8575$.

The four-site cell, diagonalized on a $160\times160$ grid, gives $0.0000$~mS along and $-1.1603$~mS across. With both hoppings set to $0.15$~eV, its largest spin conductivity is about $10^{-16}$ of the spin-up conductivity: staggered exchange without hopping anisotropy gives no effect here.

\section{What sets the polarization}

\subsection{Few electrons}

Suppose that the band minimum is at $\mathbf k=0$ and only its neighbourhood is occupied. Since $\partial_iE(-f_0')=-\partial_if_0$, integration by parts gives
\begin{equation}
\langle(\partial_iE)^2(-f_0')\rangle=\langle f_0\,\partial_i^2E\rangle\simeq w_i\langle f_0\rangle,
\end{equation}
where $w_i$ is the curvature at the minimum. For spin up, $D=-J$, $\partial_x^2D=t_1-t_2$ and $\partial_y^2D=-(t_1-t_2)$ there, while $\partial_i^2\gamma^2=-8t^2$. First derivatives vanish, so differentiating $R^2=D^2+\gamma^2$ twice gives $R\,\partial_i^2R=D\,\partial_i^2D-4t^2$. With $R_0=\sqrt{J^2+16t^2}$ and $E=m-R$,
\begin{equation}
w_{x,y}=t_1+t_2+\frac{\pm J(t_1-t_2)+4t^2}{R_0}.
\end{equation}
The dilute polarization is therefore
\begin{equation}
P_0=\frac{w_x-w_y}{w_x+w_y}=\frac{J(t_1-t_2)}{(t_1+t_2)R_0+4t^2}.
\end{equation}
It vanishes if either $J$ or $t_1-t_2$ does. For the example, $R_0=0.781$~eV and $P_0=0.100/(0.300\times0.781+0.090)=0.308$. Quadrature with $\mu$ held $10kT$ below the band bottom gives $0.3118$ at $kT=0.004$~eV and $0.3101$ at $0.002$~eV. Linear extrapolation to $kT=0$ gives $0.308$.

\subsection{Strong exchange and chain-like motion}

The example has the much larger value $0.8575$. A second limit shows how filling can raise $P$. For $J\to\infty$ the lower spin-up band is $\varepsilon_A-J$. Take also $t_2\ll t_1$ and low temperature. To leading order the Fermi lines are $k_x=\pm k_0$ for all $k_y$, where the mean squared gradients are $4t_1^2\sin^2k_0$ and $4t_2^2\cdot\tfrac12=2t_2^2$. Hence
\begin{equation}
P\simeq\frac{1-r}{1+r},\qquad r=\frac{t_2^2}{2t_1^2\sin^2k_0},
\end{equation}
provided $\sin k_0$ is not small. The ratio $t_2/t_1$ enters squared, whereas the dilute limit at $J\to\infty$, $(t_1-t_2)/(t_1+t_2)$, contains its first power. The filling $k_0/\pi=0.49$ gives $r\simeq0.02$ and $P\simeq0.96$, against $0.67$ in the dilute limit. The lower computed value, $0.8575$, is due almost entirely to sublattice mixing, which this estimate omits: with $t=0$ at the same filling and temperature, quadrature gives $0.960$. Temperature matters little, since cooling the full model to $kT=0.006$~eV changes $P$ by less than $0.001$.

\section{Failure modes}

\paragraph{Broken spin symmetry.} If $S_{yy}\ne-S_{xx}$, projection gives at $45^\circ$
\begin{equation}
J_{s\parallel}=\tfrac12(S_{xx}+S_{yy})E,\qquad J_{s\perp}=\tfrac12(S_{yy}-S_{xx})E .
\end{equation}
Adding a uniform energy $-\sigma h$ with $h=0.05$~eV at fixed $\mu$ gives $S_{xx}=1.1646$ and $S_{yy}=-1.1445$~mS. The residue along the field is $\tfrac12(0.0201)$~mS times $10^4$~V/m, or $0.10$~A/m, beside $-11.55$~A/m across. Unequal lifetimes act similarly: replacing $\tau$ by $\tau_\uparrow$ and $\tau_\downarrow$ gives $\tfrac12(S_{xx}+S_{yy})=\sigma_c(\tau_\uparrow-\tau_\downarrow)/(2\tau)$.

\paragraph{Domains.} The energies depend on $\sigma J$, so reversing the staggered order exchanges the spins and changes the sign of $\Delta$. In a simple average over equal areas of both domains, $S$ cancels.

\paragraph{Closed side edges.} The transverse current at $45^\circ$ found above assumes side contacts that absorb spin. Suppose instead that no spin leaves and none relaxes across the width. Each spin then builds up an effective transverse field $E_\perp^\sigma$, including its chemical-potential gradient, until
\begin{equation}
0=-\tfrac12\sigma\Delta E+\tfrac12\sigma_cE_\perp^\sigma
\;\Longrightarrow\;E_\perp^\sigma=\sigma PE .
\end{equation}
The current along the field becomes $\tfrac12\sigma_cE-\tfrac12\sigma\Delta E_\perp^\sigma=\tfrac12\sigma_c(1-P^2)E$ per spin. For $P=0.8575$ the conductance falls to $0.26$ of its open-edge value. This holds only for a strip narrower than the spin diffusion length $\lambda$. If spin relaxes, the accumulation is confined to layers of thickness $\lambda$ at the edges, and for width $W$ the factor becomes $1-P^2\tanh x/x$ with $x=W/2\lambda$, which is $0.85$ at $W=10\lambda$. An estimate for a device cut at $45^\circ$ must therefore state the edge condition when $P$ is large and $W$ is not much greater than $\lambda$.

\paragraph{Touching bands.} For $J\le2|t_1-t_2|$, $R$ vanishes at isolated points. The gradients are undefined there, and convergence slows if $\mu$ lies within several $kT$ of the touching energy; far from it these points carry an exponentially small weight. If the Fermi level is near these points, transitions between bands, absent from Eq.~\eqref{eq:sig}, may matter.
